# Ordinary hydrogen back-diffusion cannot alone give logarithmic BTI recovery over many decades

A device is stressed for 1000 s and the stress is then removed. In the reaction-diffusion model with atomic hydrogen, 2.6 % of the interface defects have recovered after 1 s, yet 59 % recover between 100 s and $10^4$ s. Nothing in the model was set to 1000 s except the stress time. Why does the recovery gather there, whatever the diffusivity?

The question bears on a tempting argument about negative bias temperature instability. Diffusion in a very deep medium has no single relaxation time, and its decays have long power-law tails. Hydrogen returning to the interface might therefore seem able to explain recovery that runs almost logarithmically from microseconds to beyond $10^5$ s, as measured traces roughly do. The example below contradicts this for ordinary diffusion with a diffusivity that is uniform in depth.

## The counter-example

Let $t_s$ be the stress time, $t_r$ the time since stress ended, and $\theta=t_r/t_s$. The defect number is taken as proportional to the threshold-voltage shift. Two models are followed after $t_s=1000$ s.

The first is reaction-diffusion recovery, with either H or H$_2$ as the diffusing particle. Its remaining fraction $R(\theta)$ is derived below.

The second is a contrast, not a fit to a device. Defects recover independently by first-order processes whose time constants $\tau$ are spread evenly in $\ln\tau$ from $\tau_1=10^{-6}$ s to $\tau_2=10^6$ s, and all are charged when stress ends. With $L=\ln(\tau_2/\tau_1)$ and $z=t_r/\tau$, so that $d\tau/\tau=-dz/z$, the remaining fraction is

$$
\frac1L\int_{\tau_1}^{\tau_2}e^{-t_r/\tau}\frac{d\tau}{\tau}
=\frac1L\int_{t_r/\tau_2}^{t_r/\tau_1}\frac{e^{-z}}{z}\,dz
=\frac{E_1(t_r/\tau_2)-E_1(t_r/\tau_1)}{L},
$$

where $E_1(y)=\int_y^\infty e^{-z}dz/z$. For $\tau_1\ll t_r\ll\tau_2$ the second term is negligible and $E_1(y)\approx-\gamma-\ln y$ in the first, with $\gamma$ Euler's constant. The recovered fraction is then $[\ln(t_r/\tau_1)+\gamma]/L$, a logarithmic law. Each decade contributes $\ln10/L=1/12$, or 8.3 %.

Recovered percentages are:

| $t_r$ (s) | H | H$_2$ | broad $\tau$ |
|---|---|---|---|
| $10^{-6}$ | 0.0026 | 0.0024 | 2.9 |
| $10^{-3}$ | 0.083 | 0.077 | 27.1 |
| $1$ | 2.6 | 2.4 | 52.1 |
| $10$ | 8.1 | 7.5 | 60.4 |
| $10^3$ | 55.0 | 53.5 | 77.1 |
| $10^4$ | 82.9 | 82.2 | 85.4 |
| $10^5$ | 94.5 | 94.2 | 93.4 |

By 1 s the logarithmic trace has lost half its shift, while back-diffusion has hardly begun. At $10^4$ s and $10^5$ s the columns differ by only about 3 percentage points or less. This closeness depends on the chosen $\tau_2$, but it shows that similar values at late times need not imply a similar early course.

A late first reading removes the early evidence. Suppose the first reading is at 10 s and is taken as the full shift. At $10^3$ s the apparent recovery for H is

$$
\frac{55.0-8.1}{100-8.1}\approx 51\,\%,
\qquad\text{and for the broad model}\qquad
\frac{77.1-60.4}{100-60.4}\approx 42\,\%.
$$

The order is reversed: counted from the end of stress, the broad model has recovered more, 77.1 % against 55.0 %. The 60.4 % that the broad model lost before the first reading has disappeared from the record.

## The correct statement

Consider a one-dimensional, semi-infinite medium with constant diffusivity $D$ and no free hydrogen at the start. Few of the available bonds break, each broken bond releases one hydrogen atom, and all released hydrogen stays mobile. The interface reaction is fast compared with diffusion, and no bonds break during recovery. Then

$$
R(\theta)=\frac2\pi\int_0^1 n s^{n-1}
\arctan\sqrt{\frac{1-s}{\theta}}\;ds,
\tag{1}
$$

with $n=1/4$ for H and $n=1/6$ for H$_2$. Neither $D$ nor a reaction rate appears. At every recovery time

$$
1-R\le C_n\sqrt\theta,\qquad
C_n=\frac2\pi\,nB\!\left(n,\tfrac12\right),
\tag{2}
$$

where $B(p,q)=\int_0^1s^{p-1}(1-s)^{q-1}ds$ is the beta function. The early recovery is small because of (2), and no choice of $D$ can enlarge it.

## Proof: the stress phase

Let $N$ be the number of broken bonds per area and $c(x,t)$ the concentration of diffusing particles at distance $x$ from the interface. Each particle contains $m$ hydrogen atoms, with $m=1$ for H and $m=2$ for H$_2$. Bond breaking, repassivation and hydrogen conservation give

$$
\frac{dN}{dt}=G-kN\,c_0^{1/m},\qquad
N=m\int_0^\infty c\,dx,\qquad c_0=c(0,t).
\tag{3}
$$

The breaking rate $G$ is constant because few bonds are broken. Repassivation needs atomic hydrogen. For H$_2$, local equilibrium with the molecules makes the atomic concentration proportional to $\sqrt{c_0}$, and the equilibrium constant is absorbed in $k$.

When $dN/dt\ll G$, the two terms on the right of the rate equation nearly cancel:

$$
N c_0^{1/m}=G/k .
\tag{4}
$$

Try $N=At^n$. The interface then emits particles at the net rate $J(t')=(A/m)\,n\,t'^{\,n-1}$ per area. A particle emitted at $t'$ into the half-space $x>0$ has at time $t$ the density

$$
\frac{1}{\sqrt{\pi D(t-t')}}\exp\!\left[-\frac{x^2}{4D(t-t')}\right],
\tag{5}
$$

which is normalized on $x>0$. The interface acts as a reflecting wall here because $J$ is already the net flux. Setting $x=0$, adding all emissions and substituting $t'=st$ gives

$$
c_0=\frac{An}{m\sqrt{\pi D}}\int_0^t\frac{t'^{\,n-1}dt'}{\sqrt{t-t'}}
=\frac{A\,nB(n,\frac12)}{m\sqrt{\pi D}}\;t^{\,n-1/2}.
$$

Inserted in (4), this makes the left side vary as $t^{\,n+(n-1/2)/m}$. The right side is constant, so the exponent must vanish:

$$
n(m+1)=\tfrac12,\qquad n=\frac{1}{2(m+1)} .
$$

This is $1/4$ for H and $1/6$ for H$_2$. The constants in (4) give $A^{1+1/m}\,[nB(n,\frac12)/(m\sqrt{\pi D})]^{1/m}=G/k$. Raising both sides to the power $m/(m+1)$ yields

$$
A=\left(\frac Gk\right)^{m/(m+1)}
\left[\frac{m\sqrt{\pi D}}{nB(n,\frac12)}\right]^{1/(m+1)} .
$$

Thus $D$ affects how many defects are created. It does not follow that it affects the fraction recovered at a given $t_r$.

## Proof: the recovery phase

With $G=0$, equation (3) gives $c_0=[-(dN/dt)/(kN)]^m$. Diffusion limits the return flux, so for large $k$ the surface concentration tends to zero. The interface becomes an absorbing wall.

This limit has a condition. Let $c_s$ be the surface concentration at the end of stress. Soon afterwards, the profile near an absorbing wall is $c_s\,\mathrm{erf}(x/\sqrt{4Dt_r})$. Its slope at $x=0$ is $c_s/\sqrt{\pi Dt_r}$, so the return flux is $c_s\sqrt{D/(\pi t_r)}$. For $m=1$, the requirement $c_0\ll c_s$ becomes

$$
kN\sqrt{\pi t_r/D}\gg1 .
$$

It fails at sufficiently short $t_r$. This estimate uses the early profile, and waiting does not by itself restore (1) when the reaction is only moderately fast. Late in the recovery $N$ falls roughly as $t_r^{-1/2}$, so for H the left side grows only slowly, and the ratio of the remaining defects to the value given by (1) does not return to one but keeps rising, roughly linearly in $\ln t_r$. Formula (1) and its late limit therefore presuppose a fast reaction throughout. The section on slow reactions shows why a finite rate leaves more defects, not fewer.

Now follow a particle released at time $st_s$ during stress. When stress ends it has diffused for $(1-s)t_s$. By (5) its position has the distribution of

$$
x=\sqrt{2D(1-s)t_s}\;|Z_1|,
$$

where $Z_1$ is a standard normal variable. During recovery, the image solution for an absorbing wall gives the probability that a particle starting at $x$ is still free:

$$
\int_0^\infty\frac{e^{-(y-x)^2/4Dt_r}-e^{-(y+x)^2/4Dt_r}}{\sqrt{4\pi Dt_r}}\,dy
=\mathrm{erf}\!\left(\frac{x}{\sqrt{4Dt_r}}\right).
$$

The error function equals the probability that $\sqrt{2Dt_r}\,|Z_2|<x$, with $Z_2$ another standard normal variable, independent of $Z_1$. The particle is therefore still free if

$$
\sqrt{2Dt_r}\,|Z_2|<\sqrt{2D(1-s)t_s}\,|Z_1|
\quad\Longleftrightarrow\quad
\frac{|Z_2|}{|Z_1|}<\sqrt{\frac{1-s}{\theta}} .
\tag{6}
$$

Here $D$ cancels. The same diffusivity that carried hydrogen away brings it back, so the distance to be covered is always measured in units set by the stress time.

The point $(Z_1,Z_2)$ has a uniformly distributed polar angle. Condition (6) selects four equal sectors, each of angle $\arctan\sqrt{(1-s)/\theta}$, out of $2\pi$. The survival probability is thus $(2/\pi)\arctan\sqrt{(1-s)/\theta}$. Since $N\propto t^n$, the fraction of hydrogen released between $s$ and $s+ds$ is $ns^{n-1}ds$. By conservation, the fraction of hydrogen still free is the fraction of defects remaining, and averaging over $s$ gives (1).

The cancellation also covers a spatial spread of diffusivities. If laterally independent patches have different $D$ but meet the same assumptions, every patch follows the same $R(\theta)$, and so does their sum. Such a lateral spread does not broaden the recovery. A diffusivity that varies with depth is a different matter, and the cancellation fails. Hydrogen held in a thin fast layer of thickness $\ell$ and diffusivity $D_1$ over a slower medium returns within about $\ell^2/D_1$ and can exceed (2) many times over. If $D=D_0e^{-x/\lambda}$, the stress fills a depth that grows as $\lambda\ln t$, and the return time from depth $x$ grows as $e^{x/\lambda}$. Ordinary diffusion then gives a nearly logarithmic recovery over most of the range between $\lambda^2/D_0$ and $t_s$.

## Early and late bounds

Because $\arctan z+\arctan(1/z)=\pi/2$ for $z>0$, the recovered fraction is

$$
1-R=\frac2\pi\int_0^1ns^{n-1}\arctan\sqrt{\frac{\theta}{1-s}}\,ds .
$$

Using $\arctan z\le z$ under the integral gives

$$
1-R\le\frac{2\sqrt\theta}{\pi}\,n\int_0^1s^{n-1}(1-s)^{-1/2}ds=C_n\sqrt\theta,
$$

which is (2). The same inequality applied to (1) gives the late bound

$$
R\le\frac{2}{\pi\sqrt\theta}\,nB\!\left(n,\tfrac32\right).
$$

As $\arctan z/z\to1$ for $z\to0$ and both integrals converge, the first bound becomes an equality in the limit $\theta\to0$ and the second in the limit $\theta\to\infty$.

For H, $C_n=0.835$. At $t_r=1$ s, $\theta=10^{-3}$ and the bound is $0.835\times0.0316=2.6\,\%$, close to the computed recovery. At 1 µs it is $0.835\times3.16\times10^{-5}=0.0026\,\%$. Going back one decade reduces the early recovered fraction by a factor $\sqrt{10}$. A logarithmic trace instead loses the same amount in every decade.

This gives a usable criterion. If a measured shift has recovered by more than $C_n\sqrt\theta$ of its value at the end of stress, the excess cannot come from back-diffusion under the stated assumptions. A hydrogen contribution near $t_s$ may still be present.

## Centre and width in logarithmic time

Let $u=\ln\theta$, and let $\rho(u)=-dR/du$ be the recovered fraction per unit of $u$. Put $a=1-s$ and $v=u-\ln a$. Then $\sqrt{a/\theta}=e^{-v/2}$, and

$$
-\frac{d}{du}\arctan e^{-v/2}
=\frac12\,\frac{e^{-v/2}}{1+e^{-v}}
=\frac14\,\mathrm{sech}\frac v2 .
$$

Multiplication by $2/\pi$ and averaging over release times gives

$$
\rho(u)=\frac1{2\pi}\int_0^1ns^{n-1}\,
\mathrm{sech}\!\left[\frac{u-\ln(1-s)}2\right]ds .
\tag{7}
$$

Each release time contributes a bell of fixed shape. As $\mathrm{sech}\le1$, no decade can hold more than a fraction $\ln10/(2\pi)$, or about $36.6\,\%$, of the recovery. The largest share found is 33.7 % for H and 34.0 % for H$_2$. The recovery gathers around the stress time, but it is not abrupt. This cap does not exclude a logarithmic trace, whose share per decade can be much smaller; the early bound (2) does that.

The mean and variance follow from (6). The particle returns when equality holds, at $\theta=aZ_1^2/Z_2^2$, so that

$$
u=\ln a+v,\qquad v=\ln Z_1^2-\ln Z_2^2 ,
$$

with $a$ and $v$ independent. For a standard normal variable, $\langle|Z|^{2q}\rangle=2^q\,\Gamma(\frac12+q)/\Gamma(\frac12)$. For $|q|<\frac12$, therefore,

$$
\langle e^{qv}\rangle=\frac{\Gamma(\frac12+q)\Gamma(\frac12-q)}{\pi}
=\frac1{\cos\pi q}=1+\frac{\pi^2q^2}{2}+\dots
$$

There is no linear term, so $v$ has mean zero, and its variance is $\pi^2$. For the release times,

$$
\langle a^q\rangle=n\int_0^1s^{n-1}(1-s)^q\,ds
=\frac{\Gamma(1+n)\,\Gamma(1+q)}{\Gamma(1+n+q)} .
$$

The first and second derivatives of the logarithm of this expression at $q=0$ are the mean and variance of $\ln a$. With $\psi=(\ln\Gamma)'$, adding the two independent parts gives

$$
\langle u\rangle=\psi(1)-\psi(1+n),\qquad
\mathrm{var}\,u=\pi^2+\psi'(1)-\psi'(1+n).
$$

The factor $t_se^{\langle u\rangle}$ is the geometric-mean recovery time. It is 705 s for H and 783 s for H$_2$, somewhat below the stress time because hydrogen released late in the stress has had less time to move away. The standard deviation is 1.4 decades in both cases, against 3.5 decades for the broad contrast. For H, 10 % has recovered at 16 s and 90 % at about $3.0\times10^4$ s, a span of 3.3 decades. A tenfold longer stress shifts the whole curve by one decade without changing its shape.

## Can a slower reaction supply the missing early recovery?

Let $c^{a}$ be the recovery solution with an absorbing wall and $c^{f}$ the solution with a finite reaction rate, both starting from the same profile. Their difference $d=c^f-c^a$ obeys the diffusion equation and is zero initially. At the interface $d=c^f(0,t)\ge0$. By the maximum principle $d$ cannot become negative anywhere, so

$$
N^f-N^a=m\int_0^\infty d\,dx\ge0 .
$$

A finite reaction rate therefore leaves at least as many defects as the absorbing wall at every time. In a simulated H case at $\theta=0.01$, recovery falls from 8.1 % to 4.3 % when the reaction is slowed until $kN\sqrt{\pi t_r/D}\approx2$, with $N$ taken at the end of stress.

A slow reaction can also alter the stress phase. In its extreme, repassivation is negligible during stress and $N=Gt$. The recovery derivation used only a power-law release, so (2) applies with $n=1$ to an absorbing wall, and by the comparison above it remains an upper bound for a finite rate. Since $B(1,\frac12)=2$, it reads $1-R\le(4/\pi)\sqrt\theta$. In this limit the coefficient is larger, but the square-root suppression at early times remains.

## What was checked, and what remains open

Formula (1) was tested against a numerical solution of the full nonlinear equations (3), with finite reaction rates, through stress and recovery. For $\theta$ from $10^{-6}$ to $10^3$ the tabulated remaining percentages differ by less than 0.03 percentage points. Reducing $D$ a hundredfold, or shortening the stress a hundredfold, left 45.07 % remaining at $\theta=1$ in both cases, as in the original run. The values are in the numerical output.

The proof does not cover dispersive transport, in which waiting times are broadly distributed, nor hydrogen traps, nor a diffusivity that varies with depth. It also fails once hydrogen reaches the far side of a finite layer, roughly when $\sqrt{D(t_s+t_r)}$ becomes comparable with the layer thickness. For a 2 nm oxide and $t_s=1000$ s, the oxide acts as semi-infinite only if $D$ is below about $4\times10^{-17}$ cm$^2$/s, whereas H$_2$ in silica has $D$ of order $10^{-11}$ cm$^2$/s at room temperature. In a thin gate stack the hydrogen therefore moves through layered material, and bound (2) rules out only the uniform-medium model. Near-logarithmic recovery that starts at microseconds after a long stress therefore requires either a departure from these assumptions or a further recovery process. The broad contrast shows that a wide distribution of time constants suffices to produce such a trace; it does not identify the defects that carry it.

## Table of computed values

```
Full-model simulation against derived formulas (dimensionless)
H: stress exponent simulated 0.2500, derived 0.2500
H: N at end of stress simulated 1.1618, derived 1.1627
H2: stress exponent simulated 0.1667, derived 0.1667
H2: N at end of stress simulated 1.4284, derived 1.4292
theta | remaining %: H sim, H formula, H2 sim, H2 formula
   1e-06 |  99.917   99.917   99.923   99.923
   1e-04 |  99.167   99.168   99.228   99.229
   1e-02 |  91.913   91.917   92.447   92.452
   1e-01 |  76.433   76.437   77.661   77.671
   1e+00 |  45.069   45.045   46.528   46.511
   1e+01 |  17.146   17.118   17.839   17.814
   1e+02 |   5.559    5.548    5.790    5.781
   1e+03 |   1.762    1.759    1.836    1.833
H, theta=1, D 100 times smaller: remaining 45.07 %
H, theta=1, stress 100 times shorter: remaining 45.07 %
H, theta=0.01, recovered: fast reaction 8.09 %, slow 4.27 %
Worked example: stress time 1000 s
Upper limit of recovery per decade: 36.65 %
H: early coefficient 0.8346, late coefficient 0.5564
H: geometric-mean recovery time 705 s, standard deviation 1.395 decades
H: 10, 50, 90 % recovered at 15.6, 724, 30391 s
H: span from 10 to 90 %: 3.29 decades
H: recovered from 100 s to 10^4 s 59.3 %, from 10 s to 10^5 s 86.4 %
H: largest recovery in any one decade 33.7 %
H2: early coefficient 0.7731, late coefficient 0.5798
H2: geometric-mean recovery time 783 s, standard deviation 1.387 decades
H2: 10, 50, 90 % recovered at 17.9, 798, 33019 s
H2: span from 10 to 90 %: 3.27 decades
H2: recovered from 100 s to 10^4 s 59.9 %, from 10 s to 10^5 s 86.7 %
H2: largest recovery in any one decade 34.0 %
Broad contrast: tau from 1e-06 s to 1e+06 s, standard deviation 3.51 decades
Broad contrast: recovered from 1 s to 10 s 8.33 %
Recovery time in s | recovered %: H, H2, broad contrast
  1e-06 |   0.0026    0.0024    2.8830
  1e-05 |   0.0083    0.0077   10.4224
  1e-04 |   0.0264    0.0244   18.7557
  1e-03 |   0.0834    0.0773   27.0890
  1e-02 |   0.2637    0.2443   35.4223
  1e-01 |   0.8321    0.7714   43.7557
  1e+00 |   2.6139    2.4274   52.0890
  1e+01 |   8.0834    7.5476   60.4223
  1e+02 |  23.5626   22.3291   68.7553
  1e+03 |  54.9547   53.4886   77.0854
  1e+04 |  82.8815   82.1863   85.3862
  1e+05 |  94.4516   94.2193   93.4026
  1e+06 |  98.2410   98.1671   99.2060
```
